# Harriman Orbitals and the Determinantal Representability of Electron Densities

## Which trial densities are admissible?

A calculation that varies the electron density directly, without orbitals, needs a rule for accepting a trial density. Positivity and the electron number are easy to enforce. If antisymmetry imposed further conditions on the density, they would have to be enforced too, or the minimization could end at a density that no set of electrons possesses. The same question arises when Kohn–Sham orbitals are sought for a given density: is there any determinant to find?

The answer is that one further condition suffices, a finite von Weizsäcker energy. The proof constructs the determinant explicitly.

## Statement and conventions

Hartree atomic units are used. Let $N$ be a positive integer and let $\rho(\mathbf r)$ satisfy

$$\rho\ge 0,\qquad \int\rho\,d^3r=N,\qquad T_W=\frac12\int|\nabla\sqrt\rho|^2d^3r<\infty. \tag{1}$$

"Normalized" thus means normalized to an integer, since a determinant contains a whole number of electrons. Split the von Weizsäcker energy by direction,

$$T_x=\frac12\int|\partial_x\sqrt\rho|^2d^3r,\qquad T_x+T_y+T_z=T_W, \tag{2}$$

and define the marginal density along $x$,

$$g(x)=\iint\rho(x,y,z)\,dy\,dz,\qquad \int g\,dx=N. \tag{3}$$

Put $M_\uparrow$ electrons in spin up and $M_\downarrow$ in spin down, with $M_\uparrow+M_\downarrow=N$, and let

$$S=\sum_\sigma\frac{M_\sigma(M_\sigma^2-1)}{12}. \tag{4}$$

**Theorem.** For every such split there is a Slater determinant with density $\rho$ and kinetic energy

$$T=T_W+\frac{2\pi^2S}{N^3}\int g^3dx\;\le\;T_W+\frac{16S}{N}\,T_x<\infty. \tag{5}$$

The determinant need not be the ground state of any potential. The theorem concerns representability by a wave function, which is a weaker property than representability by a potential.

## The marginal density is well behaved

The construction uses $g$ as a phase gradient, so $g$ must first be shown to be continuous and bounded.

Since $\partial_x\rho=2\sqrt\rho\,\partial_x\sqrt\rho$ is a product of two square-integrable functions, it is integrable. Integrating it over $y$ and $z$ gives

$$g'(x)=2\iint\sqrt\rho\,\partial_x\sqrt\rho\,dy\,dz. \tag{6}$$

Hence $g'$ is integrable and $g$ is continuous, with limits at $x\to\pm\infty$. These limits are zero because $g$ itself is integrable. The Cauchy–Schwarz inequality in $y$ and $z$ gives

$$|g'|^2\le4\,g\,D,\qquad D(x)=\iint|\partial_x\sqrt\rho|^2dy\,dz,\qquad \int D\,dx=2T_x. \tag{7}$$

Let $u=\sqrt g$. Where $g>0$, $u'=g'/(2\sqrt g)$, so $|u'|^2\le D$. To include zeros of $g$, take $u_\varepsilon=\sqrt{g+\varepsilon^2}-\varepsilon$ with $\varepsilon>0$. Then

$$|u_\varepsilon'|^2=\frac{|g'|^2}{4(g+\varepsilon^2)}\le\frac{g}{g+\varepsilon^2}D\le D,\qquad 0\le u-u_\varepsilon\le\varepsilon. \tag{8}$$

For $x_1<x_2$ this means $|u_\varepsilon(x_2)-u_\varepsilon(x_1)|\le\int_{x_1}^{x_2}\sqrt D\,dx$, and letting $\varepsilon\to0$ gives the same inequality for $u$. Therefore $u$ has a derivative almost everywhere, is the integral of that derivative, and obeys

$$\int|u'|^2dx\le 2T_x. \tag{9}$$

Now let $m(x)=\int_{-\infty}^xg\,ds$ be the number of electrons to the left of $x$. Because $u\to0$ on the far left, $g(x)=u^2(x)=2\int_{-\infty}^xuu'\,ds$. Cauchy–Schwarz and squaring yield

$$g(x)^2\le4\,m(x)\,K(x),\qquad K(x)=\int_{-\infty}^x|u'|^2ds. \tag{10}$$

Since $m\le N$ and $K\le2T_x$, $g$ is bounded.

## The orbitals

Define the phase function

$$f(x)=\frac{2\pi}{N}\int_{-\infty}^xg(s)\,ds,\qquad f'(x)=\frac{2\pi}{N}g(x). \tag{11}$$

It rises from $0$ to $2\pi$ and advances in proportion to the number of electrons passed. The Harriman orbitals are

$$\varphi_k(\mathbf r)=\sqrt{\frac{\rho(\mathbf r)}{N}}\,e^{ikf(x)}. \tag{12}$$

Each has density $|\varphi_k|^2=\rho/N$, hence the name equidensity orbitals. They differ by phase alone.

**Orthonormality.** Within one spin, let the values of $k$ differ by integers. The phase depends on $x$ alone, so the $y$ and $z$ integrals turn $\rho$ into $g$. With $n=l-k$ and $g/N=f'/(2\pi)$,

$$\langle\varphi_k|\varphi_l\rangle=\frac1N\int\rho\,e^{inf}d^3r=\frac1N\int g\,e^{inf}dx=\frac1{2\pi}\int f'e^{inf}dx. \tag{13}$$

For $n=0$ the result is $(2\pi-0)/(2\pi)=1$. For a nonzero integer $n$ the integrand is a total derivative, and

$$\langle\varphi_k|\varphi_l\rangle=\left[\frac{e^{inf}}{2\pi in}\right]_{f=0}^{f=2\pi}=\frac{e^{2\pi in}-1}{2\pi in}=0. \tag{14}$$

Flat stretches of $f$, where $g=0$, do no harm, because $f$ is never inverted. Orbitals of opposite spin are orthogonal through their spin factors, so the same $k$ may be used once in each spin.

Only differences of $k$ enter (13), so the $k$ values themselves may be half-integers. For half-integer $k$ the phase factor changes sign between the far left and the far right, which is allowed in open space. In a periodic cell it would violate the boundary condition.

**Density and energy of the determinant.** Let $q_i$ stand for the position and spin of electron $i$, and let $\psi_j$ be the $N$ orthonormal spin orbitals. The determinant is

$$\Psi=\frac1{\sqrt{N!}}\sum_P\operatorname{sgn}(P)\prod_{i=1}^N\psi_{P(i)}(q_i). \tag{15}$$

In $|\Psi|^2$ there are two permutations, $P$ and $Q$. Integrating over $q_2,\dots,q_N$ forces $P(i)=Q(i)$ for $i\ge2$, hence also for $i=1$. The signs then multiply to one. Each orbital $j$ is assigned to electron 1 in $(N-1)!$ permutations, so

$$N\int|\Psi|^2dq_2\cdots dq_N=\frac{N(N-1)!}{N!}\sum_j|\psi_j(q_1)|^2=\sum_j|\psi_j(q_1)|^2. \tag{16}$$

Summing over the spin of electron 1 gives $N\cdot\rho/N=\rho$. The same argument with $\frac12|\nabla_1\Psi|^2$ in place of $|\Psi|^2$ shows that the kinetic energy is the sum of the orbital kinetic energies.

## The kinetic energy

Since $f'$ is continuous and bounded, the product rule applies to (12):

$$\nabla\varphi_k=\frac{e^{ikf}}{\sqrt N}\left(\nabla\sqrt\rho+ik\sqrt\rho\,f'\,\mathbf e_x\right). \tag{17}$$

The first term in the bracket is real and the second imaginary. Their cross term vanishes in the squared modulus:

$$|\nabla\varphi_k|^2=\frac1N\left(|\nabla\sqrt\rho|^2+k^2\rho f'^2\right). \tag{18}$$

Integrate with the factor $\frac12$, carry out the $y$ and $z$ integrals, and insert $f'=2\pi g/N$:

$$t_k=\frac{T_W}{N}+\frac{k^2}{2N}\int g\,\frac{4\pi^2g^2}{N^2}dx=\frac{T_W}{N}+\frac{2\pi^2k^2}{N^3}\int g^3dx. \tag{19}$$

The first part is the cost of shaping the amplitude. The second is the cost of the phase gradients that make the orbitals orthogonal. The integral is finite because $g$ is bounded and integrable. Every $t_k$ is therefore finite, which already proves existence.

It remains to choose $k$. For $M$ consecutive values $k=a+j$, $j=0,\dots,M-1$, the mean of $j$ is $\bar\jmath=(M-1)/2$, and

$$\sum k^2=\sum_j(j-\bar\jmath)^2+M(a+\bar\jmath)^2. \tag{20}$$

The cross term is absent because $\sum_j(j-\bar\jmath)=0$. The minimum is at $a=-\bar\jmath$, the centred set $k=-\frac{M-1}2,\dots,\frac{M-1}2$, for which

$$\sum k^2=\frac{(M-1)M(2M-1)}6-\frac{M(M-1)^2}4=\frac{M(M-1)[(4M-2)-(3M-3)]}{12}=\frac{M(M^2-1)}{12}. \tag{21}$$

Summing (19) over both spins gives the equality in (5).

The centred set also removes the net current. An orbital $\varphi_k$ carries the current density $k\rho f'/N$ along $x$, and these sum to zero when $\sum k=0$. For three same-spin particles in one dimension, with a density equal to three times a sum of two normalized Gaussians (weights 0.6 and 0.4, centres $-1.0$ and $1.2$ bohr, standard deviations 0.9 and 1.1 bohr), the program integrates the full determinant. It finds $T=1.939$ hartree for $k=-1,0,1$ and $4.505$ hartree for $k=0,1,2$, at the same density.

## A bound in terms of the von Weizsäcker energy

Existence is proved, but (19) still contains $\int g^3dx$. A bound by $T_x$ follows from the one-dimensional inequality

$$\int g^3dx\le\frac{4N^2}{\pi^2}\int|u'|^2dx,\qquad u=\sqrt g. \tag{22}$$

To prove it, let $F=f/2=\pi m/N$, which runs from $0$ to $\pi$, and let $c=\pi/(2N)$, so that $F'=\pi g/N=2cg$. Work on the interval where $0<F<\pi$; outside it $g=0$. Consider the nonnegative quantity

$$I=\int\left(u'-c\,u\,g\cot F\right)^2dx. \tag{23}$$

Since $2uu'=g'$ and $gg'=\frac12(g^2)'$, the cross term is

$$-2c\int uu'g\cot F\,dx=-\frac c2\int(g^2)'\cot F\,dx. \tag{24}$$

Integrate by parts, using $(\cot F)'=-F'/\sin^2F=-2cg/\sin^2F$:

$$-\frac c2\int(g^2)'\cot F\,dx=-\frac c2\left[g^2\cot F\right]-c^2\int\frac{g^3}{\sin^2F}dx. \tag{25}$$

The boundary term vanishes. Near the left end $0<F<\pi/2$, where $\cot F<1/F=N/(\pi m)$. With (10),

$$0\le g^2\cot F\le4mK\,\frac{N}{\pi m}=\frac{4N}{\pi}K\to0, \tag{26}$$

because $K$ collects $|u'|^2$ from the left of a point that moves to the left end. The right end follows by reflection. The integration by parts is first done on a slightly smaller interval, which is then enlarged.

The squared term in (23) contributes $c^2\int u^2g^2\cot^2F\,dx=c^2\int g^3\cot^2F\,dx$. Since $\cot^2F-1/\sin^2F=-1$,

$$I=\int|u'|^2dx-c^2\int g^3dx\ge0. \tag{27}$$

With $c^2=\pi^2/(4N^2)$ this is (22). The constant cannot be improved. Equality requires $u'=cug\cot F$. Multiplying by $2u$ gives $g'=2cg^2\cot F=gF'\cot F$, so $g=A\sin F$ with a constant $A$. Then $F'=(\pi A/N)\sin F$, whose solution centred at $x_0$ is

$$g(x)=A\,\operatorname{sech}\!\left[\frac{\pi A}{N}(x-x_0)\right]. \tag{28}$$

For a Gaussian marginal the left side of (22) is 0.907 of the right side; for a Gaussian multiplied by $x^2$, which has a node, it is 0.168.

Combining (22) with (9) gives $\int g^3dx\le8N^2T_x/\pi^2$, and the phase energy obeys

$$\frac{2\pi^2S}{N^3}\int g^3dx\le\frac{2\pi^2S}{N^3}\,\frac{8N^2}{\pi^2}T_x=\frac{16S}{N}T_x. \tag{29}$$

This completes the proof of (5). The choice of axis is free, and by (2) the smallest of $T_x,T_y,T_z$ is at most $T_W/3$. With the phase along that axis,

$$T\le\left(1+\frac{16S}{3N}\right)T_W. \tag{30}$$

For one electron, or for two of opposite spin, $S=0$ and $T=T_W$: a single spatial orbital $\sqrt{\rho/N}$ suffices. For full polarization $S=N(N^2-1)/12$, and the factor in (30) is $1+4(N^2-1)/9$.

## The condition is also necessary

Let any determinant with finite kinetic energy $T$ have density $\rho=\sum_j|\psi_j|^2$, with the spin sum implied. Then $\nabla\rho=2\,\mathrm{Re}\sum_j\psi_j^*\nabla\psi_j$. Applying Cauchy–Schwarz to each Cartesian component and adding,

$$|\nabla\rho|^2\le4\rho\sum_j|\nabla\psi_j|^2. \tag{31}$$

Where $\rho>0$, $|\nabla\sqrt\rho|^2=|\nabla\rho|^2/(4\rho)\le\sum_j|\nabla\psi_j|^2$. Zeros are handled as in (8). Integration gives

$$T_W\le T. \tag{32}$$

A normalized nonnegative density therefore comes from a determinant of finite kinetic energy if and only if $T_W$ is finite. On this set the least kinetic energy among determinants of density $\rho$ lies between $T_W$ and the right side of (30).

Two examples show what is excluded. If $\sqrt\rho$ climbs from $0$ to $h$ across a layer of thickness $\delta$, Cauchy–Schwarz gives $h^2\le\delta\int|\partial_x\sqrt\rho|^2dx$ along each line through the layer. The cost per unit area is thus at least $h^2/(2\delta)$, which diverges as $\delta\to0$. A density cut off abruptly at a nonzero value is inadmissible. A density that vanishes on a plane as $|x|$ also fails, because $|\partial_x|x|^{1/2}|^2=1/(4|x|)$ has a logarithmically divergent integral. Vanishing as $x^2$ is harmless, since $\sqrt\rho\propto|x|$ has a bounded slope.

## Neon as a worked example

Take the restricted Hartree–Fock density of neon in the cc-pVTZ basis. All numbers in this section belong to that density. Near the basis-set limit $T_W$, $g(0)$ and the ratio 2.67 found below keep the digits shown, while $\int g^3dx$ falls by 0.3 bohr$^{-2}$, the total in (35) falls by 0.10 hartree (3 eV), the fully polarized total falls by about 0.4 hartree, and the Hartree–Fock kinetic energy rises by 0.02 hartree. It is spherical, so every axis is equivalent. With five electrons in each spin, $k=-2,-1,0,1,2$ and

$$S=2\times\frac{5(25-1)}{12}=20. \tag{33}$$

The density gives $T_W=90.61$ hartree and $\int g^3dx=640.0$ bohr$^{-2}$. The phase energy is

$$\frac{2\pi^2\times20}{10^3}\times640.0=252.66\ \text{hartree}, \tag{34}$$

and the total is

$$T=90.61+252.66=343.27\ \text{hartree}\quad(9341\ \text{eV}). \tag{35}$$

By (19) the orbitals with $|k|=0,1,2$ have kinetic energies of 9.06, 21.69 and 59.59 hartree. Counting both spins and both signs of $k$, $2(9.06)+4(21.69)+4(59.59)=343.24$ hartree, which agrees with (35) within the rounding of the terms.

The bound (30) is $(1+320/30)\times90.61=1057.1$ hartree, about three times the actual $T$. The Hartree–Fock determinant has the same density and a kinetic energy of 128.53 hartree. The Harriman value is 2.67 times as large. The density thus leaves the kinetic energy of a determinant undetermined, and the Harriman determinant is a proof of existence, not an approximation to the Hartree–Fock one.

Part of the cost can be located. For a spherical density $g(x)=2\pi\int_{|x|}^\infty r\rho(r)\,dr$, which is largest at $x=0$. There $g=15.56$ bohr$^{-1}$, and by (11) the phase gradient is $f'=2\pi\times15.56/10=9.8$ bohr$^{-1}$. Every orbital with $k\ne0$ has its steepest phase in the plane through the nucleus.

If all ten electrons have the same spin, ten different $k$ values are needed and $S=82.5$. The phase energy grows by the factor $82.5/20=4.125$, to 1042.2 hartree, and $T$ becomes 1132.8 hartree at the same density.

## Direction and system size

For a density without spherical symmetry the axis matters. A five-electron model built from two displaced normalized Gaussians (weights 0.6 and 0.4, centres $(-1.0,0.5,0)$ and $(1.2,-0.4,0.3)$ bohr, standard deviations along $x,y,z$ of $(0.9,1.1,1.3)$ and $(1.1,0.8,1.0)$ bohr), with three electrons up and two down, has $T_W=1.535$ hartree. Phases along $x$, $y$ and $z$ give $T=3.674$, $5.450$ and $4.789$ hartree. Here the axis with the smallest directional part, $T_x=0.433$ hartree, also gives the smallest $T$. The proof guarantees the bound (30) for that axis, not that its $T$ is the lowest of the three. These energies were also computed from Fourier transforms of the orbitals, one of the tests in the numerical check.

The construction becomes expensive for large systems. Consider a cube of side $L$ with uniform density $n$, smoothed near its faces, and equal numbers of both spins. To leading order in $L$, $g=nL^2$, $\int g^3dx=n^3L^7$ and $S=N^3/48$, so the phase energy is

$$\frac{2\pi^2}{48}\,n^3L^7=\frac{\pi^2}{24}\,n^3L^7. \tag{36}$$

Dividing by $N=nL^3$ leaves an energy per electron that grows as $L^4$. All the orthogonality is produced by phase variation along one direction, and the wave numbers $kf'$ must reach values of order $N/L$. The energy is finite for each finite system, as the theorem requires, but it is not proportional to system size.

For the decision posed at the start, a trial density in continuous open space, with no restriction on the orbitals, needs three checks: it is nonnegative, it integrates to the intended integer, and its von Weizsäcker energy is finite. The rule does not carry over unchanged to a discretized problem. If the orbitals are confined to a grid of orthonormal site functions, the occupation of a site by one spin is a diagonal element of the projector onto the occupied orbitals and cannot exceed one. In a finite basis the orbitals (12) generally lie outside the basis, so a density that passes the three checks may have no determinant within it. Finding the determinant of least kinetic energy for a given density, or a potential that has it as a ground state, is a separate problem.

## Values computed for the example and the checks

```
MODEL DENSITY, two Gaussians
weight 0.6, centre [-1.   0.5  0. ] bohr, widths [0.9 1.1 1.3] bohr
weight 0.4, centre [ 1.2 -0.4  0.3] bohr, widths [1.1 0.8 1. ] bohr
electrons 5, up 3, down 2, S = 2.50
model T_W = 1.534757 hartree
phase along x: T_x = 0.433046, marginal part = 0.379152 hartree
  int g^3 = 5.417741 bohr^-2, T formula = 3.673595, T Fourier = 3.673595, bound = 4.999127 hartree
phase along y: T_y = 0.641427, marginal part = 0.554865 hartree
  int g^3 = 9.917429 bohr^-2, T formula = 5.450001, T Fourier = 5.450001, bound = 6.666175 hartree
phase along z: T_z = 0.460283, marginal part = 0.438438 hartree
  int g^3 = 8.243809 bohr^-2, T formula = 4.789282, T Fourier = 4.789282, bound = 5.217020 hartree
best-axis bound = 5.627441 hartree
EXPLICIT DETERMINANT, 3 same-spin particles, 1D x-marginal shape
T_W = 0.227491 hartree, int g^3 = 1.170232 bohr^-2
centred k = [-1.  0.  1.]: norm = 1.00000000, T = 1.938562 hartree
shifted k = [0 1 2]: norm = 1.00000000, T = 4.505168 hartree
SHARP 1D BOUND, unit mass
integrated square = 0.04471892 bohr^-2, difference of integrals = 0.04471892 bohr^-2
ratio of int g^3 to its bound, hyperbolic secant: 1.000000
ratio of int g^3 to its bound, Gaussian: 0.906900
ratio of int g^3 to its bound, two-sided exponential: 0.822469
ratio of int g^3 to its bound, Gaussian with node: 0.167944
NEON, restricted Hartree-Fock, cc-pvtz
electrons = 10, radial integral of density = 10.000000
Hartree-Fock total energy = -128.531862 hartree
Hartree-Fock kinetic energy = 128.5317 hartree
T_W = 90.6121 hartree
g(0) = 15.5565 bohr^-1
int g^3, marginal = 639.9999 bohr^-2
int g^3, spherical quadrature = 639.9999 bohr^-2
largest orbital overlap = 5.9e-12
orbital kinetic energy, |k| = 0: 9.0612 hartree
orbital kinetic energy, |k| = 1: 21.6943 hartree
orbital kinetic energy, |k| = 2: 59.5936 hartree
S for 5 up and 5 down = 20.00
phase kinetic energy = 252.6618 hartree
Harriman T = 343.2740 hartree = 9341.0 eV
Harriman T / Hartree-Fock T = 2.6707
upper bound = 1057.1415 hartree
fully polarized: S = 82.50, T = 1132.8423, bound = 4077.5458 hartree
```
